Coronal and Boltzmann populations of a two-level ion: the crossover density

An ion in a plasma has a lower level 1 and an upper level 2, with degeneracies g1 and g2 and energy separation E. Free electrons of density n_e have a Maxwellian velocity distribution at temperature T, where T is an energy. Electron impact excites the ion with rate coefficient q12 and de-excites it with rate coefficient q21, so the rates per ion are n_e q12 and n_e q21. The upper level also decays spontaneously at rate A.

The plasma is optically thin: emitted photons leave it, and no radiation enters from outside. Other levels, ionization and recombination are neglected. Hartree atomic units are used, so an electron of wavenumber k has speed k and energy k²/2, and the speed of light is 1/α, with α the fine-structure constant. The ion is taken to be at rest.

**(a) Find the steady-state ratio of the populations N2 and N1, and the time needed to reach it.**

**Solution.** The upper level gains by excitation and loses by collisions and radiation:

dN2/dt = n_e q12 N1 − (n_e q21 + A) N2.

The total N = N1 + N2 is constant. Substituting N1 = N − N2 gives

dN2/dt = n_e q12 N − λ N2,
λ = A + n_e (q12 + q21).

At constant n_e and T, any initial deviation from the steady state decays as exp(−λt). The steady state may be used when n_e and T change little during 1/λ. Setting the derivative to zero gives

N2/N1 = n_e q12 / (n_e q21 + A).

**(b) Relate q12 to q21, and rewrite the ratio.**

**Solution.** Let k1 be the wavenumber of the free electron when the ion is in level 1, and k2 when it is in level 2. Energy conservation requires

k1² = k2² + 2E.

A cross section is a transition rate divided by the incident flux. The flux is proportional to the incident wavenumber, and the density of final electron states to the final one. Let M be the squared transition amplitude, summed over the degenerate states of both levels and integrated over angle. Averaging over initial ion states gives, with a common constant C,

σ12 = C (k2/k1) M/g1,
σ21 = C (k1/k2) M/g2.

The same M appears in both lines because time-reversal symmetry makes the summed squared amplitudes of a process and its reverse equal. Multiplying the first line by g1 k1² and the second by g2 k2² gives C k1 k2 M in both cases, so

g1 k1² σ12 = g2 k2² σ21.

The Maxwellian distribution of electron energy ε is

F(ε) = 2 √(ε/π) T^(−3/2) exp(−ε/T).

A rate coefficient is the average of speed times cross section. With k = √(2ε),

k F(ε) = √(2/π) T^(−3/2) k² exp(−ε/T).

For excitation the incident energy is ε + E, where ε is the energy after the collision. Therefore

q12 = √(2/π) T^(−3/2) ∫₀^∞ k1² σ12 exp[−(ε + E)/T] dε.

Replacing k1² σ12 by (g2/g1) k2² σ21 leaves the integral for q21, multiplied by a constant:

q12 = B q21,
B = (g2/g1) exp(−E/T).

This relation needs Maxwellian electrons, but it does not require the ion populations to be in equilibrium. Inserting it into the result of (a) and dividing numerator and denominator by n_e q21 gives

N2/N1 = B / [1 + A/(n_e q21)].

**(c) Equate the two loss rates of the upper level. What does the resulting density separate, and how sharply?**

**Solution.** The condition n_e q21 = A defines

n_c = A/q21.

With x = n_e/n_c, the population ratio is

N2/N1 = B x/(1 + x).

For x ≪ 1 it becomes Bx = n_e q12/A. This is the coronal limit: nearly every excitation is followed by radiative decay. For x ≫ 1 it becomes B, the Boltzmann ratio, because collisions in both directions outpace radiation. The two limiting expressions are equal at x = 1, where the true ratio is B/2.

The change is gradual. The coronal expression divided by the true ratio is 1 + x, so at x = 0.1 it is 10% too high relative to the true ratio. The true ratio divided by B is x/(1 + x), so at x = 9 it lies 10% below the Boltzmann value. Between these densities neither limit is accurate to 10%.

The measure of population also matters. The fraction of all ions in the upper level is

N2/N = (N2/N1)/(1 + N2/N1) = B x/[1 + (1 + B)x].

Its high-density limit is B/(1 + B). Half this limit is reached when (1 + B)x = 1, that is, at n_c/(1 + B). This differs from n_c because excitation also depletes the lower level. The difference is small when B ≪ 1.

The photon emission rate per ion is A N2/N. At low density it equals n_e q12 and grows in proportion to n_e. At high density it saturates at A B/(1 + B). In this model, raising the density far above n_c therefore adds emitters per volume but hardly raises the emission of each ion.

**(d) Suppose instead that the ion is bathed in Planck radiation at temperature T. What happens to the crossover?**

**Solution.** Let p be the mean number of photons per mode at energy E. Stimulated emission adds A p to the downward rate, and absorption adds A p g2/g1 to the upward rate. The steady-state ratio becomes

N2/N1 = [n_e q12 + A p g2/g1] / [n_e q21 + A(1 + p)].

For Planck radiation p = 1/[exp(E/T) − 1], so p/(1 + p) = exp(−E/T). Hence

A p g2/g1 = B A(1 + p).

Since also n_e q12 = B n_e q21, the numerator is B times the denominator at every density. The ratio is B, and the crossover disappears. The coronal deficit is thus caused by the loss of radiation, not by low density alone.

Partial trapping gives an intermediate case. Suppose the trapped radiation is weak, p ≪ 1, so that stimulated emission is negligible. If a fixed fraction s of the emitted photons escapes and the rest are reabsorbed by the same ion population, the net radiative loss is sA N2. Repeating the balance with sA in place of A moves the crossover down to s n_c.

**(e) Express n_c through a dimensionless collision strength.**

**Solution.** Define the collision strength Ω by

σ21 = π Ω/(g2 k2²).

By the reciprocity relation of (b), the same Ω also satisfies σ12 = πΩ/(g1 k1²). The de-excitation coefficient is

q21 = √(2/π) T^(−3/2) ∫₀^∞ k2² σ21 exp(−ε/T) dε.

The factor k2² cancels. Setting ε = Tx, where x now denotes the scaled electron energy, supplies a factor T:

q21 = √(2/π) T^(−1/2) (π/g2) Υ = √(2π/T) Υ/g2,
Υ = ∫₀^∞ Ω exp(−x) dx.

Therefore

n_c = g2 A √T / [√(2π) Υ].

**(f) For an electric-dipole transition, express A through the absorption oscillator strength f. Which atomic quantities remain in n_c?**

**Solution.** In a volume V, emission of one photon of energy E and polarization e has the matrix element √[2π/(EV)] e·P, where P is the momentum matrix element between the two ion states. The number of photon modes per unit energy and solid angle, for each polarization, is V E² α³/(2π)³. The golden rule gives

A = 2π · (2π/E) · E² α³/(2π)³ · ∫ Σ |e·P|² dΩ_ph
  = (α³ E/2π) ∫ Σ |e·P|² dΩ_ph.

The sum runs over two transverse polarizations and the integral over photon directions. Of the three components of P, two are transverse on average, so the integral is 4π · (2/3)|P|² = (8π/3)|P|². The commutator of position with the ion Hamiltonian is i times the momentum, which gives |P| = E|D|, with D the position matrix element. Summing over lower states and averaging over upper states gives

A = (4/3) α³ E³ S/g2,

where S is the sum of |D|² over all pairs of states. The oscillator strength is f = 2E S/(3g1), so S = 3g1 f/(2E), and

A = 2 α³ E² f g1/g2.

The collision strength of a dipole transition contains the same f. Define the thermal effective Gaunt factor G by

Υ = 4π g1 f G/(√3 E).

Substituting both expressions into (e),

n_c = [2 α³ E² f g1 √T/√(2π)] · [√3 E/(4π g1 f G)]
    = √3 α³ E³ √T / [(2π)^(3/2) G].

The oscillator strength and both degeneracies have cancelled. A stronger dipole line decays faster, but at fixed G it is also de-excited faster by electrons. At fixed T and G the crossover density grows as E³, so short-wavelength lines stay coronal up to much higher densities. The definition of G does not make it constant: it carries the collision dynamics and must be calculated.

**(g) Calculate the collision strength for the 1s–2p transition of a one-electron ion of nuclear charge Z, in the plane-wave Born approximation.**

**Solution.** The free electron is described by plane waves and the interaction is treated to first order. The nuclear term vanishes because 1s and 2p are orthogonal. The Fourier transform of the electron repulsion gives 4πF/q², where q is the momentum transfer and

F(q) = ⟨2p0|exp(iqz)|1s⟩.

With the quantization axis along the momentum transfer, 2p0 is the only 2p state that contributes. The cross section per solid angle is

dσ12/dΩ_el = (k2/k1) 4|F|²/q⁴.

From q² = k1² + k2² − 2k1k2 cos θ it follows that dΩ_el = 2π q dq/(k1k2). Hence

σ12 = (8π/k1²) ∫ |F|² dq/q³,
Ω = g1 k1² σ12/π = 8g1 ∫ |F|² dq/q³,

with q running from k1 − k2 to k1 + k2.

The product of the two orbitals is

Z⁴ z exp(−Kr)/(4π√2), K = 3Z/2.

The Fourier integral of exp(−Kr) is 8πK/(K² + q²)². The extra factor z is produced by −i d/dq, which gives 32πiKq/(K² + q²)³. Thus

F = 4√2 i Z⁴ K q/(K² + q²)³ = i q d/(1 + q²/K²)³,
d = 4√2 Z⁴/K⁵.

At small q, F tends to iqd, so d is the dipole element ⟨2p0|z|1s⟩.

Let u = 1 + q²/K². Then dq/q = du/[2(u − 1)], and the geometric sum gives

1/[(u − 1)u⁶] = 1/(u − 1) − Σ_{j=1}^{6} u^(−j).

Integrating term by term,

W(q) = ½ [ln((u − 1)/u) + Σ_{j=1}^{5} 1/(j u^j)],
Ω = 8g1 d² [W(k1 + k2) − W(k1 − k2)].

For this transition S = 6d², counting two spin states and three orbital components, so f = 2E d². The definition of G then gives

G = √3 Υ/(8π g1 d²).

As k2 increases, k1 + k2 increases and k1 − k2 = 2E/(k1 + k2) decreases. The integration range widens at both ends, and its integrand is positive. Ω therefore increases with electron energy, and G increases with T.

If T is scaled as Z², all wavenumbers scale as Z while u and G stay unchanged. Since E³ scales as Z⁶ and √T as Z, n_c scales as Z⁷.

At threshold k2 → 0, the integration range closes and Ω vanishes in proportion to k2. This is a weakness of plane waves for a positive ion. Coulomb attraction enhances the density of a slow outgoing electron near the ion by a factor proportional to 1/k2, which can compensate the vanishing factor and leave Ω finite.

**(h) Evaluate the crossover for Li²⁺ at T = 1 hartree, and interpret the result.**

**Solution.** For Z = 3 the level gap is E = 3Z²/8 = 3.375 hartree, and the photon wavelength is 13.50 nm, in the extreme ultraviolet. The degeneracies are g1 = 2 and g2 = 6. The Boltzmann ratio is

B = 3 exp(−3.375) = 0.1027.

The dipole element is d = 0.2483 bohr, so f = 2 × 3.375 × 0.2483² = 0.416. The calculated decay rate is A = 1.228 × 10⁻⁶ atomic units. The Born collision strength averages to Υ = 0.1938, which gives

q21 = √(2π) × 0.1938/6 = 0.0810 atomic units,
n_c = 1.228 × 10⁻⁶/0.0810 = 1.52 × 10⁻⁵ bohr⁻³.

This is about 1.0 × 10²⁰ cm⁻³. It is the crossover of the two-level model, not a prediction for a real lithium plasma, for reasons given at the end. The model populations around it are:

n_e = 0.1 n_c: N2/N1 = 0.0093; coronal value 0.0103
n_e = n_c: N2/N1 = 0.0513; coronal value 0.1027
n_e = 9 n_c: N2/N1 = 0.0924; coronal value 0.924

At 9 n_c the coronal formula is too high by a factor of ten, while the Boltzmann ratio is within about 11% of the true one, measured relative to the true value. The upper-level fraction reaches half its limit at 0.907 n_c, in agreement with 1/(1 + B).

At n_c the collisional loss rate is A and the excitation rate is BA, so λ = A(2 + B). The relaxation time of the two-level model is 3.87 × 10⁵ atomic units, or about 9 ps. If n_e or T changes appreciably within that time, the model's steady-state ratio cannot be used.

The temperature dependence shows why G must not be treated as constant here. Between T = 0.5 and 2.0 hartree, √T doubles, but G rises from 0.0731 to 0.1605, a factor of 2.20. Consequently n_c falls from 1.59 × 10⁻⁵ to 1.45 × 10⁻⁵ bohr⁻³ instead of doubling. This weak fall belongs to the Born model. If Ω were finite at threshold and nearly constant over the thermal range, Υ would be nearly constant and n_c would rise as √T.

The population formula is exact for the stated two-level rate equations, but the density found for Li²⁺ only illustrates the formulas. It is not the density at which real Li²⁺ leaves the coronal limit. The collision calculation omits Coulomb attraction, electron exchange and higher-order scattering. The ion model omits fine structure, the 2s level and its collisional mixing with 2p, all higher levels, and ionization. The higher levels cannot be ignored. The n = 3 level lies only 0.625 hartree above 2p, less than T, and in the same Born approximation the rate coefficient from 2p to n = 3 is about 3.4 atomic units, some forty times q21. Upward collisions therefore compete with radiative decay already near 0.02 n_c. This rate alone does not give the shift of the crossover, because a promoted ion may return to 2p, decay to the ground level or be ionized. A quantitative calculation must include all these paths. Photon trapping would lower the crossover, as found in (d), and it can be strong at this density. With Li²⁺ ions at half the electron density, mostly in the ground level, and a line broadened only by thermal ion motion at the same T, a photon at line centre travels about 0.06 micrometres before it is absorbed. This ion density describes a plasma that has not yet reached ionization balance: in a steady plasma at this temperature and density, most of the lithium would be fully ionized. A smaller share of Li²⁺ and further line broadening both lengthen the path, but a plasma much thicker than the actual path is not optically thin in this line. The numerical output compares the formulas with directly integrated collision rates and evolved populations; that agreement checks the derivation within the model, not the accuracy of the Born approximation for the real ion.

Numbers as computed

```
Li2+ 1s-2p, two-level model, Born collisions
Nuclear charge Z: 3
Degeneracies g1, g2: 2, 6
Level gap E: 3.3750 hartree
Level gap E, converted: 91.84 eV
Photon wavelength: 13.50 nm
Electron temperature T: 1.0 hartree
Temperature T, converted: 27.21 eV
Dipole element <2p0|z|1s>: 0.24831 bohr
Oscillator strength f: 0.41620 (no unit)
Decay rate A: 1.2281e-06 atomic units
Decay rate A, converted: 5.077e+10 1/s
Thermal collision strength: 0.19376 (no unit)
Effective Gaunt factor G: 0.10829 (no unit)
De-excitation coefficient q21: 8.09491e-02 atomic units
Excitation coefficient q12: 8.30978e-03 atomic units
q12/q21 from direct integrals: 0.102654 (no unit)
Boltzmann ratio B: 0.102654 (no unit)
Crossover density nc: 1.5172e-05 bohr^-3
Crossover density nc, converted: 1.024e+20 cm^-3
Half-Boltzmann ratio density/nc: 1.00000
Half-Boltzmann fraction density/nc: 0.90690
Relaxation time at nc: 3.8724e+05 atomic units
nc ratio, Z=3 to Z=1, T ~ Z^2: 2187.00
Populations: ne/nc, N2/N1, coronal N2/N1, (N2/N1)/B
    0.01  0.001016  0.001027  0.00990
    0.10  0.009332  0.010265  0.09091
    1.00  0.051327  0.102654  0.50000
    9.00  0.092389  0.923889  0.90000
  100.00  0.101638  10.265435  0.99010
Temperature scan: T/hartree, strength, G, nc/bohr^-3
  0.5  0.13081  0.07311  1.5891e-05
  1.0  0.19376  0.10829  1.5172e-05
  2.0  0.28727  0.16054  1.4472e-05
```
